**Upper bound on the PAW occupancy matrix, tested on hydrogen in a spherical cavity**

For states orthonormal in the PAW metric $S=1+\sum|p_i\rangle q_{ij}\langle p_j|>0$ and occupations $0\le f_n\le1$, the matrix $\rho_{ij}=\sum_nf_n\langle p_i|\tilde\psi_n\rangle\langle\tilde\psi_n|p_j\rangle$ obeys $0\le\rho\le G=\langle p|S^{-1}|p\rangle=(O^{-1}+q)^{-1}=(W-X)^{-1}$. Here $p_i$ are the projectors, $O=\langle p_i|p_j\rangle$, $W$ is the sphere overlap of the all-electron partial waves, $q$ is $W$ minus the pseudo overlap, and $X$ is the sphere overlap of the part of the pseudo partial waves orthogonal to all projectors. The program builds one- and two-projector s-channel hydrogen datasets with $r_c=1$ bohr and solves the generalised eigenproblem in a sine basis inside a hard wall. It asserts that the sum over all states equals both closed forms, that $G\ge W^{-1}$, that random complex state sets respect the bound, that the bound is attained, that the spectrum of $S$ follows from $O$ and $q$ also in an indefinite case, that a small basis lowers the bound, and that the eigenvalues of $G^{-1}\rho$ survive a change of partial-wave basis. It also asserts the free-atom limit $\rho=1$, the analytic value $\rho_{22}=1/(1-7e^{-2})$ for a wall at 2 bohr, agreement with the confluent-hypergeometric all-electron solution at 3 bohr (energy within $2\times10^{-3}$ Ha for one projector and $10^{-4}$ Ha for two, top eigenvalue of $\rho$ within 5 % of the squared norm of the partial-wave fit), and the closed form in a complex two-site model. The output shows $G=4.621$ for one projector and eigenvalues $3.47$ and $3.0\times10^4$ for two, and one-electron eigenvalues of $\rho$ of about 1.35 at 3 bohr and 18.99 at 2 bohr. The eigenvalues of $G^{-1}\rho$ stay below one and approach it as more states are filled.

## Check in Python

```python
# PAW occupancy matrix, one spin channel, Hartree atomic units.
# rho_ij = sum_n f_n <p_i|psi_n><psi_n|p_j>, <psi_n|S|psi_m> = delta, 0<=f_n<=1,
# S = 1 + sum |p_i> q_ij <p_j|, q = W - Wt, W (Wt) = sphere overlaps of the
# all-electron (pseudo) partial waves, O = <p_i|p_j>, X = sphere Gram matrix of
# the part of the pseudo partial waves orthogonal to all projectors.
# Under test, for S > 0: 0 <= rho <= G = <p|S^-1|p> = (O^-1+q)^-1 = (W-X)^-1,
# the bound is attained, G >= W^-1, and eig(G^-1 rho) is basis independent.
# Example: s channel of hydrogen, radial functions u(r), hard wall at radius R.
import numpy as np, sympy as sp
from numpy.polynomial import Polynomial as Poly
from scipy.linalg import eigh, eigvalsh, inv, solve, cholesky, block_diag
from scipy.special import roots_legendre, hyp1f1
from scipy.optimize import brentq
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(1)
rc = 1.0
def grid(a, b, n):
    x, w = roots_legendre(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2
def fmt(a, d=5):
    return " ".join(f"{x:.{d}g}" for x in np.ravel(a))
def rel(a, G):  # eigenvalues of G^-1 a
    return eigvalsh((a + a.conj().T) / 2, G)
def invsqrt(M):
    e, U = eigh(M)
    return (U / np.sqrt(e)) @ U.conj().T

ri, wi = grid(0, rc, 250)
r = sp.symbols("r", positive=True)
u_sym = [2 * r * sp.exp(-r), r * (1 - r / 2) * sp.exp(-r / 2) / sp.sqrt(2)]
eps = np.array([-0.5, -0.125])
vloc = Poly([-1.5 / rc, 0, 0.5 / rc**3])
mono = [Poly([0] * m + [1]) for m in (1, 3, 5, 7)]
match = np.array([[m(rc) if k == 0 else m.deriv(k)(rc) for m in mono] for k in range(4)])
ae, ps, chi, coef = [], [], [], []
for u, e in zip(u_sym, eps):
    assert sp.simplify(-sp.diff(u, r, 2) / 2 - u / r - sp.Rational(float(e)) * u) == 0
    assert sp.simplify(sp.integrate(u**2, (r, 0, sp.oo)) - 1) == 0
    a = solve(match, [float(sp.diff(u, r, k).subs(r, rc)) for k in range(4)])
    ut = Poly([0, a[0], 0, a[1], 0, a[2], 0, a[3]])
    c = (e - vloc) * ut + 0.5 * ut.deriv(2)
    assert abs(c(rc)) < 1e-11 and abs(c.deriv()(rc)) < 1e-11
    ae.append(sp.lambdify(r, u, "numpy")(ri)); ps.append(ut(ri)); chi.append(c(ri)); coef.append(a)
ae, ps, chi = np.array(ae).T, np.array(ps).T, np.array(chi).T
def ov(a, b):
    return a.T @ (wi[:, None] * b)

def dataset(n, A=None):
    A = np.eye(n) if A is None else A
    f, ft, x = ae[:, :n] @ A, ps[:, :n] @ A, chi[:, :n] @ A
    p = x @ inv(ov(ft, x))
    assert np.allclose(ov(p, ft), np.eye(n), atol=1e-8)
    D = ov(f, (ae[:, :n] * eps[:n]) @ A) - ov(ft, (ps[:, :n] * eps[:n]) @ A - x)
    assert np.allclose(D, D.T, atol=1e-9)
    W, O = ov(f, f), ov(p, p)
    q = W - ov(ft, ft)
    eta = ft - p @ inv(O)
    G = inv(inv(O) + q)
    return dict(f=f, p=p, D=(D + D.T) / 2, W=W, q=q, O=O, X=ov(eta, eta), G=(G + G.T) / 2)

def states(d, R, N):
    ro, wo = grid(rc, R, 2 * N + 100)
    k = np.arange(1, N + 1) * np.pi / R
    bi, bo = (np.sqrt(2 / R) * np.sin(np.outer(x, k)) for x in (ri, ro))
    P = ov(bi, d["p"])
    H = np.diag(k**2 / 2) + ov(bi, vloc(ri)[:, None] * bi) - bo.T @ ((wo / ro)[:, None] * bo)
    H = H + P @ d["D"] @ P.T
    S = np.eye(N) + P @ d["q"] @ P.T
    e, U = eigh((H + H.T) / 2, S)
    return e, P.T @ U, P, S

d1, d2 = dataset(1), dataset(2)
G = d2["G"]
assert abs(d1["W"][0, 0] - float(sp.integrate(u_sym[0]**2, (r, 0, 1)))) < 1e-12
R, N = 3.0, 160
tol = 1e-6  # the sine basis misses a tail of O of relative size near 1e-8
res = {}
for d, n in ((d1, 1), (d2, 2)):
    e, C, P, S = states(d, R, N)
    res[n] = (e, C, P, S)
    full = C @ C.T
    assert np.allclose(rel(full, d["G"]), 1, atol=tol)
    assert np.allclose(rel(d["W"] - d["X"], inv(full)), 1, atol=tol)
    assert rel(inv(d["W"]), full).max() < 1 and eigvalsh(full).max() > 1 / d["W"][0, 0] > 1
e2, C2, P2, S2 = res[2]

# spectrum of S and the positivity criterion, also for an indefinite case
L = cholesky(d2["O"], lower=True)
for q in (d2["q"], d2["q"] - 1.5 * inv(d2["O"])):
    pred = 1 + eigvalsh(L.T @ q @ L)
    spec = eigvalsh(np.eye(N) + P2 @ q @ P2.T)
    assert all(np.abs(spec - x).min() < 1e-5 for x in pred)
    assert abs(spec.min() - min(1, pred.min())) < 1e-5
    assert (spec.min() > 0) == (eigvalsh(inv(d2["O"]) + q).min() > 0)
assert spec.min() < 0
S_eigs = 1 + eigvalsh(L.T @ d2["q"] @ L)

# bound for random S-orthonormal complex states with occupations up to one
top = 0
for t in range(20):
    Q = np.linalg.qr(rng.normal(size=(N, N)) + 1j * rng.normal(size=(N, N)))[0]
    f = rng.random(N) ** 0.02 if t % 2 else (rng.random(N) < 0.97) * 1.0
    Cq = C2 @ Q
    x = rel((Cq * f) @ Cq.conj().T, G)
    assert x.min() > -1e-9 and x.max() < 1 + tol
    top = max(top, x.max())
assert np.allclose(rel(2 * C2 @ C2.T, G), 2, atol=2 * tol)  # spin-summed filling

# sharpness: best single state by diagonalisation, and the saturating set
best = eigvalsh(P2 @ P2.T, S2).max()
assert abs(best / eigvalsh(G).max() - 1) < tol
Y = solve(S2, P2) @ invsqrt(G)
assert np.allclose(Y.T @ S2 @ Y, np.eye(2), atol=tol)
assert np.allclose(rel((P2.T @ Y) @ (P2.T @ Y).T, G), 1, atol=tol)

# small basis lowers the bound
Cs = states(d2, R, 5)[1]
small = rel(Cs @ Cs.T, G)
assert small.max() < 1 and small.min() < 0.99

# change of partial-wave basis, dataset rebuilt from scratch
A = invsqrt(d2["W"])
dA = dataset(2, A)
eA, CA = states(dA, R, N)[:2]
rho_two, rho_twoA = C2[:, :2] @ C2[:, :2].T, CA[:, :2] @ CA[:, :2].T
assert np.allclose(rho_twoA, inv(A) @ rho_two @ inv(A).T, atol=1e-7)
assert np.allclose(rel(rho_twoA, dA["G"]), rel(rho_two, G), atol=1e-7)
assert eigvalsh(CA @ CA.T).min() > 1
d3 = dataset(1, np.array([[3.0]]))
C3 = states(d3, R, N)[1]
assert (C3 @ C3.T)[0, 0] < 1 and abs(9 * (C3 @ C3.T)[0, 0] / d1["G"][0, 0] - 1) < tol

# free atom, and wall on the 2s node
ef, Cf = states(d2, 30.0, 360)[:2]
rho_free = Cf[:, :2] @ Cf[:, :2].T
assert np.allclose(ef[:2], eps, atol=1e-5) and np.allclose(rho_free, np.eye(2), atol=1e-4)
en, Cn = states(d2, 2.0, 120)[:2]
rho_node = np.outer(Cn[:, 0], Cn[:, 0])
inside = sp.integrate(u_sym[1]**2, (r, 0, 2))
assert sp.simplify(inside - (1 - 7 * sp.exp(-2))) == 0
assert abs(en[0] + 0.125) < 1e-8
assert np.allclose(rho_node, np.diag([0, 1 / float(inside)]), atol=1e-5)
assert rel(rho_node, G).max() < 1

# all-electron solution for the wall at R, fitted by partial waves in the sphere
kap = brentq(lambda k: hyp1f1(1 - 1 / k, 2, 2 * k * R), 0.6, 0.999, xtol=1e-14)
uae = lambda x: x * np.exp(-kap * x) * hyp1f1(1 - 1 / kap, 2, 2 * kap * x)
ra, wa = grid(0, R, 100)
uin = uae(ri)[:, None] / np.sqrt(wa @ uae(ra)**2)
fit = {}
for d, n, te in ((d1, 1, 2e-3), (d2, 2, 1e-4)):
    e, C = res[n][:2]
    fit[n] = solve(d["W"], ov(d["f"], uin)).ravel()
    lam = C[:, 0] @ C[:, 0]
    assert abs(e[0] + kap**2 / 2) < te  # finite projector set
    assert abs(lam / (fit[n] @ fit[n]) - 1) < 0.05  # fit and projection weight r differently
    assert lam > 1

# complex two-site model with overlapping projectors and indefinite q
Pm = rng.normal(size=(12, 4)) + 1j * rng.normal(size=(12, 4))
Om = Pm.conj().T @ Pm
hb = [rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)) for _ in range(2)]
qm = block_diag(*[h + h.conj().T for h in hb])
qm = qm * 0.8 / (np.abs(eigvalsh(qm)).max() * eigvalsh(Om).max())
Hm = rng.normal(size=(12, 12)) + 1j * rng.normal(size=(12, 12))
Cm = Pm.conj().T @ eigh(Hm + Hm.conj().T, np.eye(12) + Pm @ qm @ Pm.conj().T)[1]
Gm = inv(inv(Om) + qm); Gm = (Gm + Gm.conj().T) / 2
assert np.allclose(Cm @ Cm.conj().T, Gm, atol=1e-9)
assert not np.allclose(Cm @ Cm.conj().T, Gm.T, atol=1e-3)
part = Cm[:, :10] @ Cm[:, :10].conj().T
assert rel(part, Gm).max() < 1 + 1e-10 and rel(part[:2, :2], Gm[:2, :2]).max() < 1 + 1e-10

tri = lambda M: fmt([M[0, 0], M[0, 1], M[1, 1]], 6)
print(f"r_c = {rc} bohr; partial-wave energies = {fmt(eps)} Ha")
print("pseudo 1s coefficients r,r3,r5,r7 (a.u.):", fmt(coef[0]))
print("pseudo 2s coefficients r,r3,r5,r7 (a.u.):", fmt(coef[1]))
print("matrices below are dimensionless; 2x2 listed as 11 12 22")
print("-- one projector (1s)")
for name in ("W", "q", "O", "X", "G"):
    print(f"{name} = {d1[name][0, 0]:.6f}")
print(f"1/O = {1 / d1['O'][0, 0]:.6f}; 1/W = {1 / d1['W'][0, 0]:.6f}")
print(f"eigenvalue of S on p, 1+qO = {1 + d1['q'][0, 0] * d1['O'][0, 0]:.6f}")
print(f"sum over all states = {res[1][1][0] @ res[1][1][0]:.6f}")
print(f"G with partial wave scaled by 3 = {d3['G'][0, 0]:.6f}")
print("-- two projectors (1s, 2s)")
for name in ("W", "q", "O", "X", "G"):
    print(f"{name} = {tri(d2[name])}")
print("W^-1 =", tri(inv(d2["W"])))
print("eig S on projector span =", fmt(S_eigs))
print("eig G =", fmt(eigvalsh(G), 6), "; eig W^-1 =", fmt(eigvalsh(inv(d2["W"])), 6))
print(f"best single state eig rho = {best:.6g}")
print("eig G, sphere-orthonormal waves =", fmt(eigvalsh(dA["G"])))
print("eig G^-1 G_basis, 5 sines, R=3 bohr =", fmt(small))
print(f"largest eig G^-1 rho in random trials = {top:.6f}")
print("-- free atom, R = 30 bohr, 360 sines")
print("energies =", fmt(ef[:2], 7), "Ha; eig rho =", fmt(eigvalsh(rho_free), 6))
print("eig G^-1 rho =", fmt(rel(rho_free, G)))
print("-- wall at R = 2 bohr, 120 sines, one electron")
print(f"energy = {en[0]:.8f} Ha; rho_22 = {rho_node[1, 1]:.6f}")
print(f"2s weight inside 2 bohr = {float(inside):.6f}; inverse = {1 / float(inside):.6f}")
print(f"top eig G^-1 rho = {rel(rho_node, G).max():.5f}")
print(f"-- wall at R = {R} bohr, {N} sines, one electron")
print(f"all-electron energy = {-kap**2 / 2:.6f} Ha = {-kap**2 / 2 * EV:.4f} eV")
for d, n in ((d1, 1), (d2, 2)):
    e, C = res[n][:2]
    c = C[:, 0] * np.sign(C[0, 0])
    print(f"{n} proj: energy = {e[0]:.6f} Ha; <p|psi> = {fmt(c)}")
    print(f"{n} proj: all-electron fit = {fmt(fit[n])}; squared norm = {fit[n] @ fit[n]:.5f}")
    print(f"{n} proj: top eig rho = {c @ c:.5f}; of G^-1 rho = {rel(np.outer(c, c), d['G']).max():.5f}")
print("filling m states, 2 proj: eig rho | eig W rho | eig G^-1 rho")
prev = 0
for m in (2, 4, 8, 16):
    rho, rhoA = C2[:, :m] @ C2[:, :m].T, CA[:, :m] @ CA[:, :m].T
    x = rel(rho, G)
    assert prev < x.min() and x.max() < 1 + tol
    prev = x.min()
    print(f"m={m}: {fmt(eigvalsh(rho))} | {fmt(eigvalsh(rhoA))} | {fmt(x)}")
print("finished without a failed check")
```

Running it gives:

```
r_c = 1.0 bohr; partial-wave energies = -0.5 -0.125 Ha
pseudo 1s coefficients r,r3,r5,r7 (a.u.): 1.3949 -1.0577 0.50583 -0.1073
pseudo 2s coefficients r,r3,r5,r7 (a.u.): 0.48975 -0.43056 0.19601 -0.040766
matrices below are dimensionless; 2x2 listed as 11 12 22
-- one projector (1s)
W = 0.323324
q = 0.019320
O = 5.073968
X = 0.106919
G = 4.620970
1/O = 0.197084; 1/W = 3.092877
eigenvalue of S on p, 1+qO = 1.098031
sum over all states = 4.620970
G with partial wave scaled by 3 = 0.513441
-- two projectors (1s, 2s)
W = 0.323324 0.105185 0.0343165
q = 0.0193204 0.0068488 0.00242553
O = 3800.1 -11493.8 34802.5
X = 0.06381 0.0190099 0.00566415
G = 2987.84 -8986.22 27061.9
W^-1 = 1088.37 -3336 10254.4
eig S on projector span = 0.9845 1.4114
eig G = 3.47062 30046.2 ; eig W^-1 = 2.7968 11340
best single state eig rho = 30046.2
eig G, sphere-orthonormal waves = 1.0025 3.2799
eig G^-1 G_basis, 5 sines, R=3 bohr = 0.38648 0.98974
largest eig G^-1 rho in random trials = 0.999253
-- free atom, R = 30 bohr, 360 sines
energies = -0.5 -0.125 Ha; eig rho = 1 1
eig G^-1 rho = 3.3282e-05 0.28813
-- wall at R = 2 bohr, 120 sines, one electron
energy = -0.12500000 Ha; rho_22 = 18.992264
2s weight inside 2 bohr = 0.052653; inverse = 18.992264
top eig G^-1 rho = 0.54417
-- wall at R = 3.0 bohr, 160 sines, one electron
all-electron energy = -0.423967 Ha = -11.5367 eV
1 proj: energy = -0.423947 Ha; <p|psi> = 1.1647
1 proj: all-electron fit = 1.1573; squared norm = 1.33931
1 proj: top eig rho = 1.35663; of G^-1 rho = 0.29358
2 proj: energy = -0.423967 Ha; <p|psi> = 0.93239 0.69152
2 proj: all-electron fit = 0.93008 0.69839; squared norm = 1.35280
2 proj: top eig rho = 1.34755; of G^-1 rho = 0.35044
filling m states, 2 proj: eig rho | eig W rho | eig G^-1 rho
m=2: 1.1606 268.45 | 0.012955 0.75826 | 0.0044965 0.66446
m=4: 2.2592 8081.8 | 0.5925 0.97163 | 0.18076 0.96863
m=8: 3.435 29400 | 0.99952 3.1857 | 0.96931 0.99911
m=16: 3.4683 30008 | 1.0023 3.274 | 0.99804 0.99999
finished without a failed check
```
